Kramers' thick-target law and the efficiency of an X-ray tube

**Problem**

In an X-ray tube, electrons of charge −e are accelerated through a voltage V and stopped in a solid anode of atomic number Z. A small part of their energy E0 = eV leaves as bremsstrahlung, the radiation emitted when an electron is deflected by a nucleus.

(a) Treat the deflection as classical motion on a nearly parabolic orbit. Find how the energy radiated in a thin layer depends on the photon energy k and on the electron speed v.

(b) Estimate the energy an electron loses per unit path to the atomic electrons.

(c) Combine the two into the spectrum dW/dk, where W is the energy radiated by one electron that is brought to rest.

(d) Find the fraction of the beam energy that is radiated. Evaluate it for tungsten, Z = 74, at 50 kV and 10 mA.

The electron is non-relativistic, with kinetic energy T = mv²/2. The nucleus is fixed and unscreened. Characteristic lines, electrons scattered back out of the anode and photons absorbed in it are left out. With α the fine-structure constant, e²/(4πε0) = αħc, so the attraction to the nucleus has potential energy −K/r with K = Zαħc.

**Hints**

1. On a parabola, use u = tan(φ/2) as parameter, φ being the polar angle from the point of closest approach. Time is then a cubic polynomial in u.

2. The Fourier integrals of the velocity are Airy functions. Before summing over impact parameters, look for a total derivative.

3. For the slowing down, let the electron pass each atomic electron on a straight line and compute the sideways impulse.

4. An electron can emit a photon of energy k while T > k. Change the variable from path length to T and see what happens to the speed.

**Solution**

**(a) The thin target**

Let M = mvb be the angular momentum for impact parameter b. Near the nucleus the electron moves much faster than it did at a distance, so its total energy may be set to zero there. The orbit is then the parabola r = p/(1 + cos φ), with p = M²/(mK). Since 1 + cos φ = 2/(1 + u²),

r = p(1 + u²)/2, x = p(1 − u²)/2, y = pu.

Conservation of angular momentum, mr² dφ/dt = M, together with dφ = 2du/(1 + u²), gives

dt = (mp²/2M)(1 + u²) du,
t = τ(u + u³/3), τ = mp²/(2M) = M³/(2mK²).

As a check on the force law, differentiate y twice, using d/dt = [τ(1 + u²)]⁻¹ d/du:

d²y/dt² = −2pu/[τ²(1 + u²)³].

Newton's equation requires −Ky/(mr³) = −8Ku/[mp²(1 + u²)³]. The two agree because τ² = mp³/(4K), which follows from the definitions of p and τ. The x component works in the same way.

Larmor's formula gives the radiated power 2αħa²/(3c²) for acceleration a. Define the Fourier transform a_ω = ∫ a e^{iωt} dt. Parseval's theorem reads ∫ a² dt = (1/π) ∫ |a_ω|² dω, with ω running over positive values. The velocity vanishes at both ends of the parabola, so integration by parts gives |a_ω| = ω|v_ω|, and

dE/dω = [2αħ/(3πc²)] ω²|v_ω|².

Because v dt = dr, the components of v_ω are

−p ∫ u e^{iλ(u+u³/3)} du and p ∫ e^{iλ(u+u³/3)} du, λ = ωτ.

Set u = s/λ^{1/3} and z = λ^{2/3}. The exponent becomes i(zs + s³/3), which is that of the Airy function,

Ai(z) = (1/2π) ∫ e^{i(zs+s³/3)} ds.

Its derivative Ai′ brings down a factor is. The second integral is therefore 2πλ^{−1/3}Ai(z), and the first has magnitude 2πλ^{−2/3}|Ai′(z)|. Adding the squares,

|v_ω|² = 4π²p²[Ai²/z + Ai′²/z²].

Next, sum over impact parameters. The energy-weighted cross section χ = k dσ/dk is the radiated energy per unit photon energy, summed over the area of the incoming beam:

χ = (1/ħ) ∫ 2πb db (dE/dω).

Here 2πb db = 2πM dM/(m²v²). At fixed ω, λ is proportional to M³ and equals z^{3/2}, so dM/M = dz/(2z). Moreover,

ω²p²M² = ω²M⁶/(m²K²) = 4K²λ² = 4K²z³,

and hence ω²p²M dM = 2K²z² dz. The frequency has disappeared from everything except the integration variable:

χ = [4α/(3m²v²c²)] · 8π²K² ∫ (zAi² + Ai′²) dz, z from 0 to ∞.

The Airy function satisfies Ai″ = zAi. To see this, note that

Ai″ − zAi = −(1/2π) ∫ (s² + z) e^{i(zs+s³/3)} ds,

whose integrand is a total derivative, apart from a factor i. Its end values vanish once the path is moved slightly into the upper half plane. It follows that

d(Ai Ai′)/dz = Ai′² + zAi²,

and the integral in χ is −Ai(0)Ai′(0), since both functions vanish at infinity.

For the values at zero, rotate the path for s > 0 by writing s = (3q)^{1/3}e^{iπ/6}, which turns e^{is³/3} into e^{−q}:

∫ e^{is³/3} ds = e^{iπ/6} 3^{−2/3} Γ(1/3),
∫ s e^{is³/3} ds = e^{iπ/3} 3^{−1/3} Γ(2/3).

Ai(0) is 1/π times the real part of the first, and Ai′(0) is −1/π times the imaginary part of the second. Each part contributes a factor √3/2. With Γ(1/3)Γ(2/3) = 2π/√3,

Ai(0)Ai′(0) = −(1/π²)(3/4)(1/3)(2π/√3) = −1/(2π√3).

Inserting this and K = Zαħc gives

χ = 16πα³Z²ħ²/(3√3 m²v²).

The thin-target intensity does not depend on k, and it falls as 1/v². A higher frequency needs a closer passage, which has a smaller target area but radiates more strongly; in the sum the two effects cancel.

Classical mechanics puts no upper end on this spectrum. Energy conservation does, since one photon cannot carry more than T. The model used below is therefore χ for k < T and zero for k > T.

The parabola has its own condition. The radiation at ω comes mainly from λ of order one or less, that is, from M³ up to about 2mK²/ω. At closest approach, r = p/2, the potential energy has magnitude 2mK²/M². This must be much larger than mv²/2, so M must be much smaller than 2K/v. Setting M³ = 2mK²/ω turns this into k ≫ mv²(v/c)/(4Zα). The factor 1/4 is not significant in such an estimate, and the condition is in essence

k ≫ mv²(v/c)/(Zα).

Since k < mv²/2, it can hold over an appreciable part of the spectrum if v/c ≪ Zα. The approach to the flat law is slow: the exact classical result for hyperbolic orbits exceeds it by 45 percent when k is a quarter of this scale, by 20 percent when k equals it, and by 5 percent at ten times it. Outside that regime the flat intensity is a model, which the first variation compares with the opposite limit.

**(b) Slowing down**

Most of the energy goes to atomic electrons. Let the fast electron pass one of them in a straight line at distance b. The force perpendicular to the path is αħc b/(b² + v²t²)^{3/2}. With t = (b/v) tan θ, its time integral is

Δp = [αħc/(bv)] ∫ cos θ dθ = 2αħc/(bv),

where θ runs from −π/2 to π/2. The parallel force averages to zero by symmetry. The atomic electron receives the energy (Δp)²/(2m) = 2(αħc)²/(mv²b²).

With n atoms per unit volume, each having Z electrons, the loss per unit path s is

−dT/ds = nZ ∫ 2πb db · 2(αħc)²/(mv²b²)
= 4πnZ(αħc)²L/(mv²), L = ln(b_max/b_min).

The limits come from two estimates. Below about b_min = ħ/(mv) the position of the electron is not defined well enough for an impact parameter to have meaning. Above about b_max = ħv/I, the collision time b/v exceeds the atomic response time ħ/I, and the atomic electron follows the force adiabatically without keeping energy. Here I is a mean excitation energy. Thus

L = ln(mv²/I) = ln(2T/I).

The factor inside the logarithm is uncertain at order one. The estimate also needs T well above I; it becomes meaningless near T = I/2, where L vanishes.

**(c) The thick target**

Suppose the electron loses energy continuously, and so little of it by radiation that the slowing is governed by part (b). Along ds it radiates nχ ds per unit photon energy. It contributes at k as long as T > k, so

dW/dk = ∫ nχ ds = ∫ nχ/(−dT/ds) dT, T from k to E0.

The ratio in the integrand is

nχ/(−dT/ds) = [16πα³Z²ħ²/(3√3 m²v²)] · [mv²/(4πZα²ħ²c²L)]
= 4αZ/(3√3 mc²L) ≡ A.

The speed cancels: at a given photon energy k < T, a slower electron radiates more per unit path, but it also covers less path while losing a given amount of energy. The density cancels as well. Of the two powers of Z in the radiation, one is removed by the Z electrons per atom that do the stopping.

If L is treated as a constant, A is constant too, and the integral is A times the length of the energy interval:

dW/dk = A(E0 − k) for k < E0, and zero for k > E0.

This is Kramers' thick-target law. The straight line is a superposition of flat spectra: each energy step dT of the slowing electron adds a rectangle of height A dT reaching up to k = T. Photons near the tip come from the start of the path, while soft photons come from the whole of it. Changes of direction in the solid do not alter the result, because the spectrum is summed over all emission angles and depends on path length alone.

**(d) The efficiency**

The total radiated energy is the area of a triangle,

W = ∫ A(E0 − k) dk = AE0²/2, k from 0 to E0.

Dividing by E0 gives the efficiency

η = W/E0 = AE0/2 = [2α/(3√3 mc²L)] ZE0.

With α = 0.0072974 and mc² = 510,999 eV,

2α/(3√3 mc²) = 5.50×10⁻⁹ per eV.

Since E0 in electronvolts equals V in volts,

η = (5.50×10⁻⁹/L) ZV.

The coefficient would be 1×10⁻⁹ for L = 5.50. It is small because it compares the coupling α with the voltage 511 kV that corresponds to the electron rest energy, and because L divides it further. It is not a universal constant, since L changes slowly with voltage and material.

For the tungsten anode, take I = 10 eV × Z = 740 eV as a model choice, and fix L at the initial energy:

L = ln(2 × 50,000/740) = 4.91,
η/(ZV) = 5.50×10⁻⁹/4.91 = 1.12×10⁻⁹ per volt,
η = 1.12×10⁻⁹ × 74 × 50,000 = 4.1×10⁻³.

An electron radiates on average W = 4.1×10⁻³ × 50 keV, about 0.21 keV. The beam carries 50 kV × 10 mA = 500 W, of which about 2.1 W is bremsstrahlung. The rest heats the anode in this model. The small value of η also justifies leaving radiation out of the slowing down.

The slope is A = 1.66×10⁻⁴ per keV. The spectrum dW/dk, an energy per photon energy and so dimensionless, starts at A × 50 keV = 8.3×10⁻³ for k = 0, is half as large at 25 keV, and has fallen to 1.7×10⁻³ at 40 keV.

How far can these figures be trusted? Three sources of error are considered here. The first two are computed here; for the third, the relativistic part is given only a rough size, and the error of the flat spectrum is sized in the first variation.

First, the logarithm. The standard Bethe value for electrons has √(e/2) in place of 2 in L = ln(2T/I), where this e is the base of natural logarithms. Then L = 4.37 and the coefficient is 1.26×10⁻⁹ per volt, 12 percent above the value found here.

Second, L falls as the electron slows. A smaller L means more path per unit of energy lost, hence more radiation. At photon energy k, the constant-L result is multiplied by the average of L(E0)/L(T) over k < T < E0. This average tends to one at the tip and grows towards soft photons, so the straight line bends upwards at small k. For the energy in photons above 5 keV the increase is 10 percent.

Third, the motion. At 50 keV the non-relativistic formula gives v/c = 0.44, and T/mc² is about 0.1, which sets the rough size of relativistic corrections to the stopping. The radiation comes from the closest approach, where the electron is faster. On the typical orbits for photons of 10 to 40 keV (λ near 0.44), the non-relativistic speed there is 0.7c to 0.9c and M is only 2.4ħ to 1.5ħ. Relativistic corrections to the radiation may therefore be larger than 0.1, and the classical orbit is itself marginal. The scale mv²(v/c)/(Zα) in the condition for the parabola is 82 keV, or about 20 keV if the factor 1/4 of the estimate in part (a) is kept. Photons of at most 50 keV lie below the first value and exceed the second by a factor of 2.5 at most. At the initial energy, the flat spectrum is thus an extrapolation of the classical result and not a consequence of it. The first variation shows that this is the largest of the errors sized here, about 36 percent in η.

The numerical output below includes tests of the orbit sum, the stopping formula and the thick-target integral. With L held constant, following the electron along its path down to 0.5 keV reproduces η, apart from the fraction 10⁻⁴ of the energy radiated below that point.

**Variation 1: the opposite limit for the radiation**

For Zα ≪ v/c, before and after the emission, the nucleus is a weak perturbation and the Born approximation applies. Take its result as given: in χ, the constant π/√3 = 1.81 is replaced by

ℓ = ln[(p_i + p_f)/(p_i − p_f)],

where p_i and p_f are the electron momenta before and after emission. How do the efficiency and the tip of the thick-target spectrum change?

Let q = p_f/p_i = √(1 − k/T). Then k/T = 1 − q², and the average of ℓ over 0 < k < T is

∫ 2q ln[(1 + q)/(1 − q)] dq, q from 0 to 1.

Integrate by parts, with q² − 1 as the integral of 2q. The boundary terms vanish. The derivative of the logarithm is 2/(1 − q²), so what remains is ∫ 2 dq = 2. At every T the total radiated energy therefore changes by the factor

2/(π/√3) = 1.10,

and for constant L the thick-target efficiency changes by the same factor. The two limits differ by 10 percent in total energy, although their assumptions are opposite. For tungsten at 50 keV, Zα/(v/c) = 1.2, so neither limit strictly applies. The comparison makes the order of magnitude of the Kramers coefficient plausible, but it does not bound the error, because in the intermediate regime the total lies above both limits. Sommerfeld's exact non-relativistic dipole formula for an unscreened nucleus, taken here as given, yields 1.40 times the Kramers total at Zα/(v/c) = 1.2. For the thick tungsten target at constant L it yields 1.36 times the Kramers total, which would raise η from 4.1×10⁻³ to about 5.7×10⁻³.

The shapes differ much more. Relative to the flat law, the Born thin-target intensity is 2.0 at k/T = 0.1, 0.97 at 0.5 and 0.36 at 0.9. Near the tip q is small and ℓ ≈ 2q, so

dW/dk ≈ A(√3/π) ∫ 2√((T − k)/E0) dT
= A(√3/π)(4/3)(E0 − k)^{3/2}/√E0, T from k to E0.

The Born spectrum reaches zero with a horizontal tangent, where Kramers' law has a finite slope. This is also where the Born condition fails, because an electron that has given nearly all its energy to the photon leaves slowly. The shape of the tip should not be taken from this formula when that failure matters. For the tungsten example at constant L, Sommerfeld's formula keeps a finite slope at the tip. It exceeds the Kramers line by a factor 1.10 near the tip, 1.19 at 25 keV and 1.50 at 5 keV.

**Variation 2: a foil that does not stop the electron**

The electron now leaves the target with energy E1 > 0. Find the spectrum, and the radiated energy as a function of the path length s.

The integral over T stops at E1 if k is smaller than E1, and at k otherwise:

dW/dk = A(E0 − E1) for k < E1,
dW/dk = A(E0 − k) for E1 < k < E0.

The spectrum is a plateau followed by the Kramers line. As E1 approaches E0, the sloping part shrinks away and the flat thin-target intensity returns; for E1 = 0 the plateau is gone. The area is the rectangle A(E0 − E1)E1 plus the triangle A(E0 − E1)²/2:

W = A(E0² − E1²)/2.

To bring in the path, write mv² = 2T in the stopping formula, which gives T dT = −2πnZ(αħc)²L ds. For constant L, integration yields

E0² − E1² = 4πnZ(αħc)²L s = E0² s/R,

where R is the path length to rest. Therefore W = (AE0²/2)(s/R): the radiated energy grows in proportion to the path. The reason is that the intensity goes as 1/T while the width of the flat spectrum is T, so the energy radiated per unit path is the same at all electron energies.

For the tungsten example, with a chosen density of 6×10²⁸ atoms per m³, R = 4.4 μm with L fixed at its initial value. If L follows T, the path down to 2 keV is 5.0 μm, or 5.7 μm with the Bethe logarithm. After half of the constant-L path, 2.2 μm, the electron still has E1 = E0/√2, about 35 keV, and has radiated half of 0.21 keV, about 0.10 keV. The foil itself may be thinner than 2.2 μm, since scattering bends the path. Unlike the thick-target spectrum, the result for a given path length depends on the density, through R.

Table of computed values

```
atomic number Z = 74
initial energy E0 = 50.0 keV
tube current = 10.0 mA
mean excitation energy I = 740 eV
chosen atomic density = 6.00e+28 m^-3
fine-structure constant = 0.0072974
electron rest energy = 510.999 keV
v/c from T = m v^2/2 at E0 = 0.4424
Z alpha = 0.5400
Z alpha / (v/c) = 1.221
parabola needs k well above 81.9 keV
chi by formula at E0 = 1.56856e-26 m^2
chi from orbits, k = 10 keV: 1.56856e-26 m^2
chi from orbits, k = 40 keV: 1.56856e-26 m^2
stopping number L at E0 = 4.9063
stopping power at E0 = 5.676 keV/micrometre
path length to rest = 4.404 micrometres
slope A = 1.6581e-04 per keV
dW/dk at k = 0 keV: 8.2904e-03 (dimensionless)
dW/dk at k = 10 keV: 6.6323e-03 (dimensionless)
dW/dk at k = 25 keV: 4.1452e-03 (dimensionless)
dW/dk at k = 40 keV: 1.6581e-03 (dimensionless)
radiated energy per electron W = 207.26 eV
efficiency = 4.1452e-03
efficiency from following the electron = 4.1448e-03
electrical power = 500.0 W
radiated power = 2.073 W
2 alpha/(3 sqrt3 m c^2) = 5.4966e-9 per eV
efficiency/(Z V) = 1.1203e-9 per volt
L giving exactly 1e-9 per volt = 5.497
L with sqrt(e/2) in the logarithm = 4.3666
efficiency/(Z V) with that L = 1.2588e-9 per volt
pi/sqrt3 = 1.8138
Born logarithm averaged over k = 2.0000
Born/Kramers total radiated energy = 1.1027
Born/Kramers intensity at k/T = 0.1: 2.0051
Born/Kramers intensity at k/T = 0.5: 0.9719
Born/Kramers intensity at k/T = 0.9: 0.3611
photon-energy cut for the running-L check = 5.0 keV
energy above cut, running L / constant L = 1.1020
```
